# Maximum Joule Heating at an Insulated Hemispherical Contact: Two Derivations: verification in Python

```python
"""
Result under test: a steady current I spreads from a thermally insulated
hemispherical contact of radius a into a uniform half-space. The greatest
temperature rise is
    rise = rho I^2 / (8 pi^2 kappa a^2),
with rho the resistivity and kappa the thermal conductivity.
The independent side is a finite-volume chain of hemispherical shells.
All internal quantities are in SI units. Material values are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import ellipkm1

pi = np.pi


def peak_rise(rho, current, kappa, radius):
    return rho * current**2 / (8 * pi**2 * kappa * radius**2)


def shells(radius, outer, count=1600):
    """Node radii and length/area of each link between neighbouring nodes."""
    r = np.geomspace(radius, outer, count + 1)
    middle = 0.5 * (r[1:] + r[:-1])
    return r, np.diff(r) / (2 * pi * middle**2)


def chain_rise(conduct, link_heat, left_cold=False, leak=0.0, heat=0.0):
    """Steady rises of a chain whose right end is cold.
    Link heat is shared by its two nodes; leak and heat act on node zero."""
    n = len(conduct)
    diagonal, source = np.zeros(n + 1), np.zeros(n + 1)
    diagonal[:-1] += conduct
    diagonal[1:] += conduct
    source[:-1] += link_heat / 2
    source[1:] += link_heat / 2
    diagonal[0] += leak
    source[0] += heat
    first = 1 if left_cold else 0
    bands = np.zeros((3, n - first))
    bands[1] = diagonal[first:n]
    bands[0, 1:] = -conduct[first:n - 1]
    bands[2, :-1] = -conduct[first:n - 1]
    rise = np.zeros(n + 1)
    rise[first:n] = solve_banded((1, 1), bands, source[first:n])
    return rise


def close(x, y, tolerance=1e-3):
    return abs(x - y) <= tolerance * abs(y)


# Rough parameters of a crystalline phase-change cell
a, current, rho, kappa = 20e-9, 0.30e-3, 1.0e-4, 0.5
T_far, T_melt = 300.0, 900.0
far = 1e4 * a

# Main formula on unrelated parameter sets; the far sink costs about 2e-4
for p_rho, p_I, p_kappa, p_a in [(rho, current, kappa, a),
                                 (3e-6, 2e-3, 4.0, 55e-9),
                                 (7e-4, 4e-5, 0.2, 8e-9)]:
    _, shape = shells(p_a, 1e4 * p_a)
    test = chain_rise(p_kappa / shape, p_I**2 * p_rho * shape)
    assert close(test[0], peak_rise(p_rho, p_I, p_kappa, p_a))
    assert np.argmax(test) == 0

rise = peak_rise(rho, current, kappa, a)
r, shape = shells(a, far)
conduct, joule = kappa / shape, current**2 * rho * shape
base = chain_rise(conduct, joule)
profile = rise * (2 * a / r - (a / r)**2)
assert np.max(np.abs(base - profile)) < 1e-3 * rise
voltage = rho * current / (2 * pi * a)
assert close(current * rho * shape.sum(), voltage)
assert close(base[0], voltage**2 / (2 * rho * kappa))
half_radius = a / (1 - 1 / np.sqrt(2))
assert close(np.interp(half_radius, r, base), rise / 2, 2e-3)
I_melt = current * np.sqrt((T_melt - T_far) / rise)
melt_test = chain_rise(conduct, I_melt**2 * rho * shape)
assert close(melt_test[0], T_melt - T_far)

# The same formula evaluated in atomic units, temperature as energy
bohr = const.value("Bohr radius")
hartree = const.value("Hartree energy")
time_au = const.hbar / hartree
rise_au = peak_rise(rho * const.e**2 / (const.hbar * bohr),
                    current * time_au / const.e,
                    kappa * time_au * bohr / const.k, a / bohr)
assert close(rise_au * hartree / const.k, rise, 1e-8)

# Contact held cold: the maximum moves into the material
cold = chain_rise(conduct, joule, left_cold=True)
assert close(cold.max(), rise / 4)
assert close(r[np.argmax(cold)], 2 * a, 0.01)  # limited by node spacing


def inner_peak(contact_ratio):
    if contact_ratio >= 1:
        return rise * contact_ratio
    return rise * (1 + contact_ratio)**2 / 4


# Heater rod with its own Joule heat and a thermal boundary resistance
rod_length, rod_kappa, rod_rho, boundary = 100e-9, 10.0, 3e-6, 1e-8
spread = 2 * pi * kappa * a
rod_conduct = rod_kappa * pi * a**2 / rod_length
rod_power = current**2 * rod_rho * rod_length / (pi * a**2)
joint_conduct = 2 * pi * a**2 / boundary
leak = 1 / (1 / rod_conduct + 1 / joint_conduct)
rod_input = leak / rod_conduct * rod_power / 2
rod_ratio = (1 + rod_input / (spread * rise)) / (1 + leak / spread)
n_rod = 400
whole = chain_rise(
    np.concatenate([np.full(n_rod, rod_conduct * n_rod),
                    [joint_conduct], conduct]),
    np.concatenate([np.full(n_rod, rod_power / n_rod), [0.0], joule]),
    left_cold=True)
assert close(whole[n_rod + 1], rod_ratio * rise)
rod_peak = inner_peak(rod_ratio)
assert close(whole[n_rod + 1:].max(), rod_peak)

# Peltier heat at an otherwise insulated contact, both polarities
seebeck = 100e-6
peltier_contact, peltier_peak = {}, {}
for sign in (1, -1):
    strength = sign * seebeck * current
    ratio = strength / spread
    contact = (rise + ratio * T_far) / (1 - ratio)
    test = chain_rise(conduct, joule, leak=-strength,
                      heat=strength * T_far)
    assert close(test[0], contact)
    peltier_contact[sign] = contact
    peltier_peak[sign] = inner_peak(contact / rise)
    assert close(test.max(), peltier_peak[sign])

# Cold hemispherical sink at a finite distance
sink = 100e-9
_, near_shape = shells(a, sink)
sink_rise = rise * (1 - a / sink)**2
near = chain_rise(kappa / near_shape, current**2 * rho * near_shape)
assert close(near[0], sink_rise)

# Resistivity falling linearly to one half at the melting point
gamma = 0.5 / (T_melt - T_far)
soft_rise = (1 - 1 / np.cosh(np.sqrt(2 * gamma * rise))) / gamma
soft = np.zeros_like(r)
for _ in range(100):
    mean_rise = 0.5 * (soft[1:] + soft[:-1])
    updated = chain_rise(conduct, joule * (1 - gamma * mean_rise))
    change = np.max(np.abs(updated - soft))
    soft = updated
    if change < 1e-9:
        break
assert change < 1e-9 and close(soft[0], soft_rise)


# Flat disc in reduced units: radius = 1 and rho * current / radius = 1
def disc_potential(s, z):
    """Potential from the normal current density 1/(2 pi sqrt(1-s^2))."""
    def integrand(angle):
        ring = np.sin(angle)
        total = (s + ring)**2 + z**2
        near_one = ((s - ring)**2 + z**2) / total
        return ring * 4 * ellipkm1(near_one) / np.sqrt(total)
    breaks = [np.arcsin(s)] if z == 0 and 0 < s < 1 else None
    value = quad(integrand, 0, pi / 2, points=breaks,
                 epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    return value / (4 * pi**2)


for s in (0.2, 0.5, 0.8):
    assert close(disc_potential(s, 0.0), 0.25, 1e-6)
s0, z0, step = 0.7, 0.5, 0.01
phi = np.array([disc_potential(s0, z0),
                disc_potential(s0 + step, z0), disc_potential(s0 - step, z0),
                disc_potential(s0, z0 + step), disc_potential(s0, z0 - step)])
theta = 0.25 * phi - phi**2 / 2
laplacian = ((theta[1:].sum() - 4 * theta[0]) / step**2
             + (theta[1] - theta[2]) / (2 * step * s0))
gradient2 = ((phi[1] - phi[2])**2 + (phi[3] - phi[4])**2) / (4 * step**2)
assert close(laplacian, -gradient2, 5e-3)  # finite-difference error
disc_rise = (rho * current / (4 * a))**2 / (2 * rho * kappa)
assert close(disc_rise / rise, pi**2 / 4, 1e-10)

# Approach to the steady state by diagonalizing the heat chain
capacity = 1.3e6
diffusivity = kappa / capacity
rt, shape_t = shells(a, 2000 * a, 900)
link_t = kappa / shape_t
steady = chain_rise(link_t, current**2 * rho * shape_t)[:-1]
edges = np.concatenate([[a], 0.5 * (rt[1:] + rt[:-1])])
cell_capacity = capacity * 2 * pi / 3 * np.diff(edges**3)
diagonal_t = link_t.copy()
diagonal_t[1:] += link_t[:-1]
rates, modes = eigh_tridiagonal(
    diagonal_t / cell_capacity,
    -link_t[:-1] / np.sqrt(cell_capacity[:-1] * cell_capacity[1:]))
weights = modes.T @ (np.sqrt(cell_capacity) * steady)


def missing_fraction(time):
    """Part of the half-space steady rise not yet reached at the contact.
    Valid while heat has not spread to the cold end of the chain; the
    chain's own steady state is lower, because it does feel that end."""
    remaining = modes[0] @ (np.exp(-rates * time) * weights)
    contact_now = steady[0] - remaining / np.sqrt(cell_capacity[0])
    return 1 - contact_now / rise


pulse, late = 50e-9, 5e-6
assert np.sqrt(diffusivity * late) < 0.05 * rt[-1]  # cold end not yet felt
late_law = 2 * a / np.sqrt(pi * diffusivity * late)
pulse_law = 2 * a / np.sqrt(pi * diffusivity * pulse)
assert close(missing_fraction(late), late_law, 0.03)  # next order in a/sqrt(Dt)
pulse_missing = missing_fraction(pulse)

# Mean free paths: degenerate one-band carriers and kinetic phonons
carriers, sound = 1e26, 2000.0
carrier_path = (const.hbar * (3 * pi**2)**(1 / 3)
                / (const.e**2 * rho * carriers**(2 / 3)))
phonon_path = 3 * kappa / (capacity * sound)
density = current / (2 * pi * a**2)

print("INPUTS (rough values)")
print(f"contact radius: {a*1e9:.0f} nm")
print(f"current: {current*1e3:.2f} mA")
print(f"resistivity: {rho*1e5:.0f} mOhm cm")
print(f"thermal conductivity: {kappa:.1f} W/(m K)")
print(f"far temperature: {T_far:.0f} K; melting point: {T_melt:.0f} K")
print("IDEAL INSULATED HEMISPHERE")
print(f"voltage, contact to far region: {voltage:.3f} V")
print(f"Joule power in half-space: {voltage*current*1e6:.1f} uW")
print(f"current density at contact: {density*1e-10:.1f} MA/cm2")
print(f"field at contact: {rho*density*1e-8:.3f} MV/cm")
print(f"maximum rise, formula: {rise:.1f} K")
print(f"maximum rise, shell chain: {base[0]:.1f} K")
print(f"k_B times maximum rise: {const.k*rise/const.e:.4f} eV")
print(f"contact temperature: {T_far+rise:.1f} K")
print(f"radius where rise is halved: {half_radius*1e9:.1f} nm")
print(f"current that reaches melting: {I_melt*1e3:.3f} mA")
print(f"maximum rise with cold contact: {cold.max():.1f} K")
print(f"its radius: {r[np.argmax(cold)]*1e9:.1f} nm")
print("NEGLECTED EFFECTS, ONE AT A TIME")
print(f"heater rod length: {rod_length*1e9:.0f} nm")
print(f"rod thermal conductivity: {rod_kappa:.0f} W/(m K)")
print(f"rod resistivity: {rod_rho*1e5:.1f} mOhm cm")
print(f"boundary resistance: {boundary:.1e} m2 K/W")
print(f"spreading thermal conductance: {spread*1e9:.1f} nW/K")
print(f"rod plus boundary conductance: {leak*1e9:.1f} nW/K")
print(f"rod Joule power: {rod_power*1e6:.1f} uW")
print(f"contact rise with rod: {rod_ratio*rise:.1f} K")
print(f"maximum material rise with rod: {rod_peak:.1f} K")
print(f"Seebeck difference: {seebeck*1e6:.0f} uV/K")
print(f"Peltier heating, contact rise: {peltier_contact[1]:.0f} K")
print(f"Peltier cooling, contact rise: {peltier_contact[-1]:.0f} K")
print(f"Peltier cooling, maximum rise: {peltier_peak[-1]:.0f} K")
print(f"cold sink radius: {sink*1e9:.0f} nm")
print(f"maximum rise with this sink: {sink_rise:.1f} K")
print(f"resistivity slope gamma: {gamma:.3e} 1/K")
print(f"maximum rise, falling resistivity: {soft_rise:.1f} K")
print(f"maximum rise, flat disc of same radius: {disc_rise:.0f} K")
print(f"disc-to-hemisphere rise ratio: {disc_rise/rise:.3f}")
print(f"heat capacity: {capacity*1e-6:.1f} J/(cm3 K)")
print(f"diffusion time a^2/D: {a**2/diffusivity*1e9:.2f} ns")
print(f"pulse length: {pulse*1e9:.0f} ns")
print(f"missing rise at pulse end, chain: {100*pulse_missing:.1f} %")
print(f"missing rise, late-time law: {100*pulse_law:.1f} %")
print(f"carrier density: {carriers*1e-6:.1e} 1/cm3")
print(f"carrier mean free path: {carrier_path*1e9:.2f} nm")
print(f"sound speed: {sound*1e-3:.1f} km/s")
print(f"phonon mean free path: {phonon_path*1e9:.2f} nm")
print("finished without a failed check")
```

Output:

```
INPUTS (rough values)
contact radius: 20 nm
current: 0.30 mA
resistivity: 10 mOhm cm
thermal conductivity: 0.5 W/(m K)
far temperature: 300 K; melting point: 900 K
IDEAL INSULATED HEMISPHERE
voltage, contact to far region: 0.239 V
Joule power in half-space: 71.6 uW
current density at contact: 11.9 MA/cm2
field at contact: 0.119 MV/cm
maximum rise, formula: 569.9 K
maximum rise, shell chain: 569.8 K
k_B times maximum rise: 0.0491 eV
contact temperature: 869.9 K
radius where rise is halved: 68.3 nm
current that reaches melting: 0.308 mA
maximum rise with cold contact: 142.5 K
its radius: 39.9 nm
NEGLECTED EFFECTS, ONE AT A TIME
heater rod length: 100 nm
rod thermal conductivity: 10 W/(m K)
rod resistivity: 0.3 mOhm cm
boundary resistance: 1.0e-08 m2 K/W
spreading thermal conductance: 62.8 nW/K
rod plus boundary conductance: 83.8 nW/K
rod Joule power: 21.5 uW
contact rise with rod: 293.1 K
maximum material rise with rod: 326.7 K
Seebeck difference: 100 uV/K
Peltier heating, contact rise: 1365 K
Peltier cooling, contact rise: 289 K
Peltier cooling, maximum rise: 323 K
cold sink radius: 100 nm
maximum rise with this sink: 364.8 K
resistivity slope gamma: 8.333e-04 1/K
maximum rise, falling resistivity: 407.3 K
maximum rise, flat disc of same radius: 1406 K
disc-to-hemisphere rise ratio: 2.467
heat capacity: 1.3 J/(cm3 K)
diffusion time a^2/D: 1.04 ns
pulse length: 50 ns
missing rise at pulse end, chain: 15.2 %
missing rise, late-time law: 16.3 %
carrier density: 1.0e+20 1/cm3
carrier mean free path: 0.59 nm
sound speed: 2.0 km/s
phonon mean free path: 0.58 nm
finished without a failed check
```
